# Broken bonds in a silicon dislocation core can pair up

**Q.** A dislocation is a line where the crystal doesn't fit together, so silicon must have a row of broken bonds along it. Each broken bond has a level deep in the gap. I therefore treat every dislocation as a wire of deep levels, one per atomic period. What could be wrong with that?

**A.** There are two separate claims in it: that the bonds are broken, and that a broken bond has a deep level. Let us start with the first, for a definite case, the 30° partial dislocation. Perfect dislocations in silicon can split into partials with a stacking fault between them.

Take $x$ along the line, $y$ in the glide plane and $z$ normal to it. With lattice constant $a=0.5431$ nm, the bond length is $d=\sqrt3a/4=0.2352$ nm and the period along the line is $b=a/\sqrt2=0.3840$ nm. Atomic rows in the plane are spaced by $h=\sqrt3b/2=0.3326$ nm. Slip takes place between two close layers, where each upper atom has three bonds down to lower atoms. Their in-plane parts are

$$\left(-\tfrac b2,-\tfrac h3\right),\quad \left(\tfrac b2,-\tfrac h3\right),\quad \left(0,\tfrac{2h}3\right).$$

Each has length $b/\sqrt3$, since $b^2/4+h^2/9=b^2/4+b^2/12=b^2/3$ and $(2h/3)^2=b^2/3$. Now move the upper half by $\mathbf s=(b/2,\,h/3)$. This vector has length $b/\sqrt3=0.2217$ nm, and its angle to the line has tangent $(h/3)/(b/2)=1/\sqrt3$, which is 30°. What do the upper atoms find beneath them?

**Q.** Presumably nothing in the right place.

**A.** They find three lower atoms again, at

$$\left(0,-\tfrac{2h}3\right),\quad \left(-\tfrac b2,\tfrac h3\right),\quad \left(\tfrac b2,\tfrac h3\right),$$

and these vectors also have length $b/\sqrt3$. The stacking fault itself breaks no bonds. Trouble can arise only at its edges, which are the partials.

**Q.** Then count the bonds at an edge.

**A.** Number the rows so that upper row $j$ sits just beyond lower row $j$. Before slip, each upper atom in row $j$ has two bonds to lower row $j$ and one to row $j+1$. After slip it has one to row $j$ and two to row $j+1$. Let upper row 0 be unslipped and upper row 1 be slipped. Per period $b$, lower row 1 then receives

$$1\ (\text{from upper row }0)+1\ (\text{from upper row }1)=2$$

bonds from above, where it should have three. With its bond downward, each atom of this row is threefold. At the far edge of the fault the count is reversed: a lower row is offered four bonds and can accept three, so one upper atom per period goes without. Each 30° partial starts with one broken bond per $b$.

**Q.** That is my row of broken bonds.

**A.** So far, yes. Now look at where the unused orbital points. In the rigidly slipped geometry the threefold atom has bonds

$$\left(0,-\tfrac{2h}3,\tfrac d3\right),\quad \left(0,\tfrac{2h}3,\tfrac d3\right),\quad (0,0,-d).$$

None has an $x$ component. The atom is flat, and its $p_x$ orbital is perpendicular to all three bonds. By symmetry about each bond, $p_x$ does not couple to the $s$ orbital or to the bond-directed $p$ orbital of a neighbour. It is the free orbital, and it points along the dislocation line, towards the next threefold atom on either side.

**Q.** Those atoms are 0.384 nm apart. That is too far for a bond, so I still have a chain with one electron per site.

**A.** If the chain stays evenly spaced, you do. Let $\varepsilon$ be the energy of the free orbital and $t$ the coupling between neighbours. A wave $\psi_n=e^{iknb}$ gives

$$E(k)=\varepsilon+t\left(e^{ikb}+e^{-ikb}\right)=\varepsilon+2t\cos kb .$$

$N$ sites give $N$ states, which hold $2N$ electrons because of spin. There are $N$ electrons, so the band is half filled.

But the spacing need not stay even. Let the atoms move together in pairs, so that the coupling alternates between $t_1$ inside a pair and $t_2$ between pairs. The period is now $2b$. With amplitudes $A$ and $B$ on the two atoms of a pair,

$$(E-\varepsilon)A=\left(t_1+t_2e^{-2ikb}\right)B,\qquad (E-\varepsilon)B=\left(t_1+t_2e^{2ikb}\right)A .$$

Inserting the second equation in the first gives

$$(E-\varepsilon)^2=t_1^2+t_2^2+2t_1t_2\cos2kb=(t_1-t_2)^2+4t_1t_2\cos^2kb .$$

For couplings of equal sign the smallest value is at $kb=\pi/2$, so the two bands are separated by $2|t_1-t_2|$. The lower band takes both electrons of each pair and is full. As a test, a ring of 40 sites with $t_1=1$ and $t_2=0.6$ was diagonalized, and its gap is 0.800, as the formula says.

**Q.** A gap inside my chain is not enough. Two narrow bands could still sit within the silicon gap, and I would then have two rows of deep levels in place of one.

**A.** That would happen if $t_1$ were small. When the pair forms a real bond, it is not. Moving towards its partner tilts the atom's bonds out of the flat arrangement, and the free orbital gains $s$ character. In the limit of ideal $sp^3$ hybrids facing each other,

$$|1\rangle=\tfrac12\left(|s\rangle+\sqrt3|p\rangle\right),\qquad |2\rangle=\tfrac12\left(|s'\rangle-\sqrt3|p'\rangle\right),$$

where both $p$ orbitals point from atom 1 to atom 2. The matrix elements are $\langle s|H|s'\rangle=V_{ss\sigma}$, $\langle s|H|p'\rangle=V_{sp\sigma}$, $\langle p|H|s'\rangle=-V_{sp\sigma}$ and $\langle p|H|p'\rangle=V_{pp\sigma}$. The four products give

$$t_1=\tfrac14\left(V_{ss\sigma}-\sqrt3V_{sp\sigma}-\sqrt3V_{sp\sigma}-3V_{pp\sigma}\right)=\tfrac14\left(V_{ss\sigma}-2\sqrt3V_{sp\sigma}-3V_{pp\sigma}\right).$$

With the $sp^3s^*$ tight-binding parameters of Vogl for silicon this is $-4.70$ eV at the normal bond length. The hybrid energy is 0.24 eV, measured from the top of the bulk valence band, and the model's gap is 1.17 eV. A pair of hybrids therefore has levels near

$$0.24-4.70=-4.5\ \text{eV},\qquad 0.24+4.70=4.9\ \text{eV}.$$

Both lie far outside the gap, among the band states. This two-level estimate ignores the other orbitals of the two atoms, but it shows the scale. To clear the gap on both sides it needs $|t_1|$ greater than about $1.17-0.24=0.93$ eV.

**Q.** You assume that the atoms can reach each other. The crystal around them resists.

**A.** That has to be calculated. I take a periodic cell with two opposite 30° partials and the fault between them, 100 atoms per period $b$. The atoms are relaxed with the Keating model, which charges energy for stretched and bent bonds on a fixed bond network. Its constants, 48.5 and 13.8 N/m, correspond to a bulk modulus of 97.8 GPa.

In the paired core every atom is fourfold. The new bonds are 0.2452 nm long, which is 4.3 percent above the normal length. Pairing costs 0.96 eV of strain energy per new bond. A silicon bond is worth roughly 2.3 eV, half the rough cohesive energy per atom, so these two terms alone favour pairing by something like 1.3 eV per bond. This is an estimate of feasibility and not a total energy. It leaves out, for instance, what the unpaired electrons gain by spreading along the row. In the half-filled even chain that gain is $8|t|/\pi$ per pair of atoms, which would cancel the 1.3 eV if $|t|$ were about 0.5 eV. The $1/r^2$ rule used further on gives about 1.0 eV at the distance $b$, and so 2.6 eV by this formula, more than the 1.3 eV. The balance thus hangs on a coupling that is poorly known at that distance. The estimate therefore shows that the strain is affordable, but it does not prove that the row pairs.

**Q.** And the levels? A bond stretched by 4 percent is weaker than a normal one.

**A.** In the tight-binding model used here the couplings scale as $1/r^2$, so the factor is $(0.2352/0.2452)^2=0.92$, and $4.70$ eV becomes about $4.3$ eV for ideal hybrids, still far above 0.93 eV. The hybrids in the core are not ideal and couple less, so the full calculation has to decide.

The full calculation for the paired dipole has filled states up to 0.15 eV and empty states from 1.20 eV. A perfect crystal in the same type of cell, at the same four wave vectors, has 0.00 and 1.19 eV. The gap between filled and empty states is 1.05 eV, and no level lies inside it at these wave vectors. They miss the folded conduction valleys, where the empty states begin at 1.18 eV, so the gap is nearer 1.03 eV.

**Q.** But the filled edge has moved up by 0.15 eV. So something remains.

**A.** The edge has moved, but a shifted edge is not by itself a level of the core. For that, the states would have to be concentrated there, and the energies alone do not show it. The highest filled states lie 0.15 eV above the valence edge of the perfect crystal, about six times the thermal energy at 300 K, which is 0.026 eV. The shift is small compared with the gap. I have not traced the shift to a single cause. The new bonds are not needed for a shift of this size: an unpaired row whose free orbitals have been removed has its filled edge at 0.14 eV. The cell is also small, 3.3 nm by 1.6 nm across the line, so the partials strain each other. Making it one double layer lower changes the gap from 1.05 to 1.01 eV. In larger cells the filled edge falls, to 0.12 eV for 14 rows by 7 double layers and 0.11 eV for 16 by 8, so the 0.15 eV is not converged. The strain cost and the bond stretch hardly change.

**Q.** How do you know that the pairing is responsible for the clean gap? You have changed the geometry as well.

**A.** Hold the atoms fixed in the paired geometry and switch off only the coupling across the new bonds. The cell contains two cores with two paired atoms each, so four free orbitals should reappear. At $k=0$, the levels are as follows.

| Coupling across new bonds | Gap at the filling limit |
|---|---|
| full | 1.06 eV |
| half | 1.03 eV |
| none | 0.13 eV |

With the coupling off there are levels at 0.47, 0.49, 0.62 and 0.63 eV. The lower two are filled and the upper two are empty. (The output counts a fifth level in the former gap. It is at 0.16 eV, just above the former filled edge.) Those are your deep levels, close to the middle of the gap, and the bonds alone had removed them. The middle row shows the margin: a bond with half its coupling still keeps the gap open, but only just. At 0.4 of the coupling an empty level has already come down to about 1.10 eV, and at 0.3 to about 1.0 eV. The threshold is thus near 2 eV on the scale of ideal hybrids, about twice the two-level estimate of 0.93 eV.

**Q.** Then I was at least right about the unpaired row. It would be a wire of deep levels.

**A.** I expected that too, but the model as set up here, without direct coupling along the row, says something different. One limit first: the atomistic calculation couples only atoms joined in its bond network. Direct coupling between core atoms that are not bonded to each other, the $t$ of the even chain and the $t_2$ of the paired one, is left out throughout. For an unpaired row it need not be small. The $1/r^2$ rule, stretched to the distance $b$, gives $V_{pp\sigma}(d/b)^2=2.72\times0.375=1.0$ eV for two facing $p$ orbitals, and so, by the chain formula alone, a band about 4 eV wide, which would run through the whole silicon gap. The rule may well overstate the coupling at that distance, but the answer depends on it. With a direct coupling of 0.5 eV added between the facing $p$ orbitals, levels appear at 0.65 to 0.84 eV at sampled wave vectors, and with 1.0 eV at 0.3 and 1.0 eV. The row then does carry a band deep in the gap. The levels below are those of a row without this coupling. The evenly spaced row does close the gap. Its highest filled level, over the wave vectors sampled, is 0.09 eV above its lowest empty one, so it is metallic. Yet the levels at the filling limit lie between 1.19 and 1.30 eV. Without the direct coupling, then, they are at the conduction edge and not in the middle of the gap.

**Q.** Are they really the broken bonds, or just conduction states?

**A.** At $kb=\pi/2$ the states at the filling limit have 40 percent of their weight on the two threefold atoms, where an even spread over the cell would give 2 percent. And if the free orbitals are removed, each with its one electron, as a saturating atom would do, the gap reopens, from 0.14 to 1.22 eV at $k=0$ and $kb=\pi$. So the free orbitals close the gap. Elsewhere along $k$ they mix with conduction states, because the energies overlap. At $k=0$ the weight on the threefold atoms is only 1 to 3 percent, and near $kb=0.7\pi$ it is 6 to 15 percent.

**Q.** Why do the same broken bonds lie at 0.5 eV in one case and at 1.2 eV in the other?

**A.** The shape of the atom differs. If the free orbital has a share $f_s^2$ of $s$ character, its own energy, before any coupling, is

$$\varepsilon=E_sf_s^2+E_p\left(1-f_s^2\right)=E_p-\left(E_p-E_s\right)f_s^2 .$$

In silicon $E_s$ lies below $E_p$, so $s$ character lowers the level. The relaxed, unpaired atoms stay flat. Their free orbital has no $s$ share to three decimals, and its energy is that of a pure $p$ orbital, 1.72 eV. An ideal $sp^3$ hybrid, with a quarter of $s$, has 0.24 eV. In the paired geometry the atoms are drawn out of the flat shape towards each other, which fits their lower levels. Orthogonal hybrids along the three remaining bonds leave the free orbital an $s$ share of about 0.16 there, or $\varepsilon\approx0.8$ eV.

So your second claim also needs a condition. The depth of a broken bond depends on the shape of the atom that carries it. The flat shape here comes from bond springs alone. In a real crystal the electrons have a say in it, and the free orbitals of a row also couple directly to each other, so I would not take 1.2 eV as a prediction for an unpaired row in silicon.

**Q.** Pairing can go wrong. If one stretch of the row pairs as (1,2), (3,4) and another stretch is out of step, an atom is left over.

**A.** That is one way for broken bonds to survive in a reconstructed core. In the chain model, let site 0 have the weak coupling $t_2$ on both sides, with strong and weak couplings alternating outward. Look for a state at $E=\varepsilon$. The equations at sites 1, 3, … are

$$t_2\psi_0+t_1\psi_2=0,\qquad t_2\psi_2+t_1\psi_4=0,\ \dots$$

so $\psi_{2n}=(-q)^n\psi_0$ with $q=t_2/t_1$, and the same on the other side. The equations at the even sites hold if all odd amplitudes vanish. For $q<1$ the state decays away from the fault, and its weight on the central site is

$$\frac{1}{1+2\sum_{n\ge1}q^{2n}}=\frac{1}{1+\dfrac{2q^2}{1-q^2}}=\frac{1-q^2}{1+q^2}.$$

For $q=0.6$ this is $0.64/1.36=0.471$. Diagonalizing a 41-site chain gives one level in the gap, at $\varepsilon$, with that weight. As $q\to0$ it is a plain broken bond on one atom. As $q\to1$ it spreads out along the row.

**Q.** It lies in the middle of the gap, then. A deep level after all.

**A.** In the middle of the chain's gap, which is at $\varepsilon$. That need not be the middle of the silicon gap, and here the difference matters. I repeated the atomistic calculation with three core atoms per period, two paired and one left over. The leftover atom is again flat, with its free orbital at 1.72 eV before coupling.

At $k=0$ the highest filled level is at 1.16 eV and the lowest empty one at 1.20 eV. These two states have less than 1 percent of their weight on the leftover atoms, which is about what an even spread would give. They are conduction states. Without repulsion between electrons, and without direct coupling to the pairs beside it, the leftover atom has given its electron to the conduction edge. If the free orbitals are removed together with their electrons, the filled states end at 0.15 eV and the gap is open again.

**Q.** An atom that has lost its electron is charged. Surely that pulls the level down.

**A.** It does, and the model neglects it. A rough size is the Coulomb energy of one elementary charge at one bond length, screened with the bulk permittivity of 11.7, which is 0.52 eV. Bulk screening at so short a distance is crude, and a charge partly spread over other atoms would give a smaller shift. If the leftover atoms are lowered by that amount, two levels appear at 1.04 eV at $k=0$, 0.12 eV below the conduction edge there, and 64 percent of their weight is on the leftover atoms. This is a first step and not a self-consistent answer, because an electron that returns to the atom reduces the shift. The direct coupling to the neighbouring pairs, left out here too, also lowers the level. On its own, at the strength of the $1/r^2$ rule, it brings two levels to 1.00 eV at $k=0$, 0.17 eV below the conduction edge there. What I can say is that each leftover atom keeps one orbital without a partner, and that its level, for a flat atom in this model and before any such lowering, belongs near the conduction edge. For an atom of another shape it can be much deeper, as the levels near 0.5 eV showed.

**Q.** How much does all this change the number of electrically active sites?

**A.** Take screw dislocations split into two 30° partials each, with a chosen density $\rho=10^7\ \text{cm}^{-2}$. If no bonds paired, the density of broken bonds would be

$$n=\frac{2\rho}{b}=\frac{2\times10^7\ \text{cm}^{-2}}{3.84\times10^{-8}\ \text{cm}}=5.2\times10^{14}\ \text{cm}^{-3}.$$

If 2 percent of the core atoms are left over, also a chosen value, this falls to $1.0\times10^{13}\ \text{cm}^{-3}$. Your wire of levels overstates the count fiftyfold in that case.

A fully unpaired row could not be charged freely either. Two neighbouring sites with one elementary charge each repel by about 0.32 eV at the distance $b$, some twelve times the thermal energy at 300 K.

**Q.** Would you use these numbers for a real wafer?

**A.** Only with care. A density of $10^7\ \text{cm}^{-2}$ suits plastically deformed silicon and is far above that of good device wafers, which are nearly free of dislocations. The gap of 1.17 eV is a low-temperature value; at room temperature it is roughly 0.05 eV smaller. The assumption most easily broken is that the core is clean and straight. Kinks, jogs, vacancies and impurity atoms can all bring levels of their own. One active impurity per fifty core sites would add as many centres as the leftover bonds in my example and so double the count. Partials of other types need their own bond count. The level positions are those of a simple model in a small cell, and the numerical output below gives those of the main calculation.

**Q.** So if I measure deep levels in dislocated silicon, I can't just assign them to the row of broken bonds.

**A.** Not from the presence of the dislocation alone. You would need evidence that the core is unpaired and that its levels are deep. Leftover atoms, kinks, impurities and point defects left behind by the deformation are other possible sources. And if you find few deep levels, that does not show that the dislocations are absent. Their bonds may have paired.

## Calculated quantities

```
lattice constant 0.5431 nm, bond length 0.2352 nm
period b 0.3840 nm, row spacing h 0.3326 nm
partial slip length 0.2217 nm, angle to line 30.0 deg
Keating alpha 48.5 N/m, beta 13.8 N/m
bulk modulus: from energy 97.8 GPa, formula 97.8 GPa
bulk model gap 1.171 eV (valence top at 0.000 eV)
sp3 hybrid energy 0.236 eV
coupling of facing hybrids at length d -4.704 eV
chain test t1=1.0, t2=0.6: gap 0.800, central weight at fault 0.471
cell: 10 rows, 5 double layers, 100 atoms per b
cell row period 3.33 nm, height 1.57 nm
threefold atoms per cell: unpaired 2 (length b), paired 0 (2b), leftover 2 (3b)
new bond lengths [0.2452 0.2452] nm
new bond stretch, largest 4.3 percent
all bonds in paired cell: 0.2269 to 0.2452 nm
strain cost per new bond 0.96 eV, rough bond energy 2.3 eV
largest residual force 9.2e-05 eV/A
free orbital, unpaired row: s share 0.000, energy 1.715 eV
free orbital, leftover atom: s share 0.000, energy 1.715 eV
unpaired row, levels at the filling limit, kb/pi: filled, empty (eV)
   0.000: 1.215, 1.240
   0.167: 1.225, 1.284
   0.333: 1.294, 1.303
   0.500: 1.264, 1.272
   0.667: 1.192, 1.207
   0.833: 1.198, 1.213
   1.000: 1.206, 1.220
unpaired: lowest empty minus highest filled -0.087 eV
unpaired, kb=pi/2: weight on threefold atoms 0.40, even spread would be 0.020
unpaired row saturated: filled to 0.139, empty from 1.216 eV
crystal, same cell and k: filled to 0.000, empty from 1.188 eV
paired: filled to 0.150, empty from 1.197, gap 1.047 eV
paired, cell one double layer lower: gap 1.006 eV
new-bond hopping times 1.0: gap at k=0 1.058 eV
new-bond hopping times 0.5: gap at k=0 1.031 eV
new-bond hopping times 0.0: gap at k=0 0.134 eV
levels back inside the k=0 gap with new bonds off: 5
   those around the filling limit: [0.065 0.157 0.466 0.49  0.624 0.632 1.241 1.243] eV
one in three unpaired, four levels at k=0: [0.147 1.164 1.203 1.209] eV
   middle two: splitting 0.039 eV, weight on threefold atoms 0.007
   free orbitals saturated: filled to 0.147, empty from 1.165 eV
   of the four levels, inside that saturated gap: 0
   threefold atoms shifted by -0.52 eV: [0.144 1.038 1.039 1.162] eV
   middle two then have weight 0.642 on threefold atoms
chosen screw dislocation density 1e+07 cm^-2
broken bonds if none pair 5.21e+14 cm^-3
broken bonds at unpaired fraction 0.02: 1.04e+13 cm^-3
screened repulsion (permittivity 11.7): at distance d 0.52 eV, at distance b 0.32 eV
thermal energy at 300 K 0.0259 eV
```
